# Slow Purging of a Dead Volume through a Mixed Chamber: verification in Python

```python
# Result under test: a dead volume V exchanging flow q with a small mixed
# chamber (volume Vc, clean throughflow Q) purges at k0 = q Q / (V (Q + q))
# when delta = (q/V) / ((Q+q)/Vc) is small. The exact slow rate is below k0.
# c, d: tracer concentrations in chamber and dead volume.
# Units: cm, s, cm^3/s unless a name says otherwise.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


def box_matrix(Q, q, V, Vc):
    return np.array([[-(Q + q) / Vc, q / Vc], [q / V, -q / V]])


def exact_rates(Q, q, V, Vc):
    return np.sort(-np.linalg.eigvals(box_matrix(Q, q, V, Vc)).real)


def simple_rate(Q, q, V):
    return q * Q / (V * (Q + q))


# ---- Example inputs: rough values for a water purge in nitrogen ----
pressure_torr = 1.0
temperature = 423.15
flow_sccm = 100.0
Vc, chamber_length = 300.0, 10.0
V = 500.0
neck_radius, neck_length = 1.0, 2.5      # effective length, ends included
D_ref, T_ref, D_exponent = 0.25, 300.0, 1.75   # cm^2/s at 1 atm
water_fraction = 0.05
residue = 1e-4
dose_time = 0.5
cold_temperature = 373.15
torr = const.atm / 760.0
neck_area = np.pi * neck_radius**2
chamber_area = Vc / chamber_length
pocket_length = V ** (1 / 3)
pocket_area = V / pocket_length


def transport(T):
    p = pressure_torr * torr
    Q = flow_sccm / 60 * const.atm / p * T / const.zero_Celsius
    D = D_ref * const.atm / p * (T / T_ref) ** D_exponent
    return Q, D, D * neck_area / neck_length


Q, D, q = transport(temperature)
k0 = simple_rate(Q, q, V)
slow, fast = exact_rates(Q, q, V, Vc)
A, B = (Q + q) / Vc, q / V
delta, r = B / A, q / (Q + q)

# ---- Bounds on the exact slow rate, over widely varied parameters ----
rng = np.random.default_rng(4)
for _ in range(500):
    Qx, qx, Vx, Vcx = 10 ** rng.uniform(-1.5, 1.5, 4)
    s, f = exact_rates(Qx, qx, Vx, Vcx)
    k = simple_rate(Qx, qx, Vx)
    dx = (qx / Vx) * Vcx / (Qx + qx)
    assert k / (1 + dx) * (1 - 1e-9) < s < k * (1 + 1e-9)
    assert s > 0 and f > s

# ---- First correction in chamber volume, from the symbolic determinant ----
Qs, qs, Vs, Vcs, lam = sp.symbols("Q q V Vc lam", positive=True)
M = sp.Matrix([[-(Qs + qs) / Vcs, qs / Vcs], [qs / Vs, -qs / Vs]])
poly = sp.expand(Vcs * (M + lam * sp.eye(2)).det())
trial = qs * Qs / (Vs * (Qs + qs)) * (1 - qs**2 * Vcs / (Vs * (Qs + qs)**2))
defect = sp.expand(poly.subs(lam, trial))
assert sp.simplify(defect.subs(Vcs, 0)) == 0
assert sp.simplify(sp.diff(defect, Vcs).subs(Vcs, 0)) == 0
first_order_rate = k0 * (1 - q**2 * Vc / (V * (Q + q)**2))

# ---- Mean exit time of a molecule starting in the dead volume ----
matrix = box_matrix(Q, q, V, Vc)


def remaining_fraction(t):
    c, d = expm(matrix * t) @ np.array([0.0, 1.0])
    return (Vc * c + V * d) / V


mean_exit = quad(remaining_fraction, 0, 40 / slow, limit=200)[0]
assert abs(mean_exit / (1 / k0 + Vc / Q) - 1) < 1e-6
assert abs((1 / slow + 1 / fast) / mean_exit - 1) < 1e-6

# ---- Purge curve after a long dose and after a short dose ----
Cs = (fast - Q / Vc) / (fast - slow)


def long_dose_curve(t):
    return Cs * np.exp(-slow * t) + (1 - Cs) * np.exp(-fast * t)


def integrate(start, inlet, times):
    def rhs(t, y):
        c, d = y
        return [(Q * (inlet - c) + q * (d - c)) / Vc, q * (c - d) / V]
    return solve_ivp(rhs, (0, times[-1]), start, t_eval=times,
                     method="DOP853", rtol=1e-10, atol=1e-13).y


times = np.linspace(0, 8, 41)
purged = integrate([1.0, 1.0], 0.0, times)
assert np.allclose(purged[0], long_dose_curve(times), rtol=1e-6, atol=1e-10)
dosed = integrate([0.0, 0.0], 1.0, np.array([0.0, dose_time]))[:, -1]
pulse = integrate(dosed, 0.0, times)[0]
assert np.allclose(pulse, long_dose_curve(times)
                   - long_dose_curve(times + dose_time), rtol=1e-6, atol=1e-10)
tiny_s, tiny_f = exact_rates(Q, q, V, Vc * 1e-4)
tiny_Cs = (tiny_f - Q / (Vc * 1e-4)) / (tiny_f - tiny_s)
assert abs(tiny_Cs / r - 1) < 1e-3


def crossing(start):
    def excess(t):
        return np.log((expm(matrix * t) @ start)[0] / residue)
    return brentq(excess, 0.0, 40.0)


time_no_pocket = Vc / Q * np.log(1 / residue)
time_simple = np.log(r / residue) / k0
time_modes = np.log(Cs / residue) / slow
time_direct = crossing(np.array([1.0, 1.0]))
pulse_factor = 1 - np.exp(-slow * dose_time)
time_pulse = np.log(Cs * pulse_factor / residue) / slow
time_pulse_direct = crossing(dosed)
assert abs(time_modes - time_direct) < 1e-3
assert abs(time_pulse - time_pulse_direct) < 1e-3
assert abs(time_simple / time_direct - 1) < 0.05


# ---- Finite-volume chamber with axial flow and diffusion, plus pocket ----
def flow_network(n_ch, n_pocket, neck_flow, diffusivity, holdup=1.0):
    n = n_ch + n_pocket
    L = np.zeros((n, n))
    volume = np.r_[np.full(n_ch, holdup * Vc / n_ch),
                   np.full(n_pocket, V / n_pocket)]

    def link(i, j, g, through=0.0):
        # net flow from i to j: g(ci-cj) + through*(ci+cj)/2
        L[i, i] += g + through / 2
        L[i, j] += -g + through / 2
        L[j, i] -= g + through / 2
        L[j, j] -= -g + through / 2

    g_ch = diffusivity * chamber_area * n_ch / chamber_length
    for i in range(n_ch - 1):
        link(i, i + 1, g_ch, Q)
    L[n_ch - 1, n_ch - 1] += Q
    link(n_ch // 2, n_ch, neck_flow)
    g_p = diffusivity * pocket_area * n_pocket / pocket_length
    for i in range(n_ch, n - 1):
        link(i, i + 1, g_p)
    return L, volume


def network_rate(n_pocket, holdup=1.0):
    L, volume = flow_network(81, n_pocket, q, D, holdup)
    return np.linalg.eigvals(L / volume[:, None]).real.min()


for scale in (0.3, 1.0, 10.0):
    L, _ = flow_network(81, 1, 0.0, D * scale)
    source = np.zeros(81)
    source[40] = 1.0
    mouth = np.linalg.solve(L[:81, :81], source)[40]
    assert abs(mouth * Q - 1) < 1e-8
assert abs(network_rate(1, 1e-3) / k0 - 1) < 1e-3
axial_rate = network_rate(1)
assert abs(axial_rate / k0 - 1) < delta

G = q * Q / (q + Q)
biot = G * pocket_length / (D * pocket_area)
root = brentq(lambda x: x * np.tan(x) - biot, 1e-6, np.pi / 2 - 1e-6)
gradient_rate = D * root**2 / pocket_length**2
# tolerance covers the half-cell resistance at the pocket mouth
assert abs(network_rate(80, 1e-3) / gradient_rate - 1) < 3e-3
both_gradients_rate = network_rate(80)

# ---- Reversible wall sorption in the pocket ----
gas_density = (water_fraction * pressure_torr * torr
               / (const.k * temperature) * 1e-6)
wall_area = 6 * pocket_length**2


def wall_ratio(coverage):
    return coverage * wall_area / (gas_density * V)


coverages = (1e14, 1e15)
wall_rates = []
for coverage in coverages:
    K = wall_ratio(coverage)
    desorb = 1e4
    three = np.zeros((3, 3))
    three[:2, :2] = matrix
    three[1, 1] -= K * desorb
    three[1, 2] = desorb
    three[2, 1] = K * desorb
    three[2, 2] = -desorb
    wall_rate = (-np.linalg.eigvals(three).real).min()
    assert abs(wall_rate / exact_rates(Q, q, V * (1 + K), Vc)[0] - 1) < 1e-3
    wall_rates.append(wall_rate)

# ---- Other neglected effects ----
mass = 18.015 * const.atomic_mass
thermal_speed = 100 * np.sqrt(8 * const.k * temperature / (np.pi * mass))
D_knudsen = 2 / 3 * neck_radius * thermal_speed
speed = Q / chamber_area
Q_cold, D_cold, q_cold = transport(cold_temperature)
k_cold = simple_rate(Q_cold, q_cold, V)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Pressure", pressure_torr, "Torr")
show("Temperature", temperature, "K", 5)
show("Carrier flow", flow_sccm, "sccm")
show("Chamber volume Vc", Vc, "cm^3")
show("Chamber length", chamber_length, "cm")
show("Pocket volume V", V, "cm^3")
show("Neck radius", neck_radius, "cm")
show("Neck effective length", neck_length, "cm")
show("Reference diffusivity, 1 atm and 300 K", D_ref, "cm^2/s")
show("Diffusivity temperature exponent", D_exponent)
show("Diffusivity D in reactor", D, "cm^2/s")
show("Throughflow Q", Q, "cm^3/s")
show("Exchange flow q", q, "cm^3/s")
show("A = (Q+q)/Vc", A, "1/s")
show("B = q/V", B, "1/s")
show("delta = B/A", delta)
show("r = q/(Q+q)", r)
show("Simple slow rate k0", k0, "1/s")
show("Simple slow time 1/k0", 1 / k0, "s")
show("Exact slow rate", slow, "1/s")
show("Exact fast rate", fast, "1/s")
show("First-order slow rate", first_order_rate, "1/s")
show("Lower bound k0/(1+delta)", k0 / (1 + delta), "1/s")
show("Mean exit time from pocket", mean_exit, "s")
show("Slow amplitude Cs in chamber", Cs)
show("Target residue", residue)
show("Purge time without pocket", time_no_pocket, "s")
show("Purge time, simple estimate", time_simple, "s")
show("Purge time, slow-mode formula", time_modes, "s")
show("Purge time, direct two-box solution", time_direct, "s")
show("Short dose length", dose_time, "s")
show("Short-dose tail factor", pulse_factor)
show("Purge time after short dose", time_pulse, "s")
for factor in (5, 20):
    s = exact_rates(Q, q, V, factor * Vc)[0]
    print(f"Chamber x{factor}: delta = {factor * delta:.3g}, "
          f"exact/simple rate = {s / k0:.4f}")
show("Chamber axial Peclet number", speed * chamber_length / D, "", 3)
show("Rate with axial chamber gradients", axial_rate, "1/s")
show("Rate with pocket gradient, no chamber holdup", gradient_rate, "1/s")
show("Rate with both gradients and holdup", both_gradients_rate, "1/s")
show("Neck volume / pocket volume", neck_area * neck_length / V, "", 3)
show("Molecular / Knudsen diffusivity in neck", D / D_knudsen, "", 3)
show("Mouth Peclet number (diameter)", speed * 2 * neck_radius / D, "", 3)
show("Dose water fraction", water_fraction)
show("Breathing volume at that pressure rise", V * water_fraction, "cm^3")
show("Exchange volume q*dose length", q * dose_time, "cm^3")
show("Cold-pocket temperature", cold_temperature, "K", 5)
show("Simple rate with cold pocket", k_cold, "1/s")
show("Pocket wall area", wall_area, "cm^2")
show("Water gas density in dose", gas_density, "1/cm^3")
for coverage, wall_rate in zip(coverages, wall_rates):
    print(f"Wall coverage {coverage:.0e} 1/cm^2: K = "
          f"{wall_ratio(coverage):.3g}, slow time = {1 / wall_rate:.4g} s")
print("checks complete")
```

Running it gives:

```
Pressure: 1 Torr
Temperature: 423.15 K
Carrier flow: 100 sccm
Chamber volume Vc: 300 cm^3
Chamber length: 10 cm
Pocket volume V: 500 cm^3
Neck radius: 1 cm
Neck effective length: 2.5 cm
Reference diffusivity, 1 atm and 300 K: 0.25 cm^2/s
Diffusivity temperature exponent: 1.75
Diffusivity D in reactor: 346.9 cm^2/s
Throughflow Q: 1962 cm^3/s
Exchange flow q: 435.9 cm^3/s
A = (Q+q)/Vc: 7.994 1/s
B = q/V: 0.8718 1/s
delta = B/A: 0.1091
r = q/(Q+q): 0.1818
Simple slow rate k0: 0.7133 1/s
Simple slow time 1/k0: 1.402 s
Exact slow rate: 0.6981 1/s
Exact fast rate: 8.167 1/s
First-order slow rate: 0.6992 1/s
Lower bound k0/(1+delta): 0.6432 1/s
Mean exit time from pocket: 1.555 s
Slow amplitude Cs in chamber: 0.2178
Target residue: 0.0001
Purge time without pocket: 1.408 s
Purge time, simple estimate: 10.52 s
Purge time, slow-mode formula: 11.01 s
Purge time, direct two-box solution: 11.01 s
Short dose length: 0.5 s
Short-dose tail factor: 0.2947
Purge time after short dose: 9.259 s
Chamber x5: delta = 0.545, exact/simple rate = 0.8613
Chamber x20: delta = 2.18, exact/simple rate = 0.4075
Chamber axial Peclet number: 1.89
Rate with axial chamber gradients: 0.7036 1/s
Rate with pocket gradient, no chamber holdup: 0.6835 1/s
Rate with both gradients and holdup: 0.6755 1/s
Neck volume / pocket volume: 0.0157
Molecular / Knudsen diffusivity in neck: 0.00738
Mouth Peclet number (diameter): 0.377
Dose water fraction: 0.05
Breathing volume at that pressure rise: 25 cm^3
Exchange volume q*dose length: 217.9 cm^3
Cold-pocket temperature: 373.15 K
Simple rate with cold pocket: 0.5819 1/s
Pocket wall area: 378 cm^2
Water gas density in dose: 1.141e+15 1/cm^3
Wall coverage 1e+14 1/cm^2: K = 0.0663, slow time = 1.525 s
Wall coverage 1e+15 1/cm^2: K = 0.663, slow time = 2.36 s
checks complete
```
